The GGA nuclear gradient in an atom-centred basis without orbital response

A gradient-based geometry optimization needs the slope of the energy at every step. Before the code for it is written, two things must be decided: whether each step requires linear equations for the change of the orbital coefficients, and how many derivatives of the basis functions must be tabulated on the integration grid. For a converged GGA calculation the first derivative of the energy needs no such equations, but it needs the basis functions up to their second derivatives.

Atomic units are used. The quantity derived is the gradient dE/dA_k, with A_k a Cartesian coordinate of nucleus A; the force is its negative.

**1. One electron**

Let real basis functions φ_μ, some of which move with the nucleus, give matrices H and S (overlap), and let ψ = Σ_μ C_μ φ_μ be the lowest orbital:

H C = E S C,  CᵀSC = 1,  E = CᵀHC.

A superscript A denotes the derivative with respect to A_k at fixed coefficients. Since H is symmetric,

dE/dA_k = CᵀH^A C + 2 (dC/dA_k)ᵀ H C
 = CᵀH^A C + 2E (dC/dA_k)ᵀ S C.

The last factor follows from the normalization, whose derivative is

2 (dC/dA_k)ᵀ S C + CᵀS^A C = 0.

Therefore

dE/dA_k = Cᵀ(H^A − E S^A)C.

The coefficients do change, but the energy slope depends on their change through the norm alone, and the norm is fixed by S.

Limit: one basis function. Then E = H/S and C² = 1/S. Direct differentiation gives H^A/S − H S^A/S² = C²(H^A − E S^A), as it should.

To see what the moving basis does, write ψ^A = Σ_μ C_μ φ_μ^A and separate the motion of the operator Ĥ from that of the functions:

dE/dA_k = ⟨ψ|Ĥ^A|ψ⟩ + 2⟨ψ^A|Ĥ − E|ψ⟩.

The first term is the Hellmann–Feynman value. The second vanishes if the basis does not move, or if ψ solves the Schrödinger equation in the whole space. In a finite moving basis it generally remains.

**2. Many electrons in a mean field**

Take a closed-shell Kohn–Sham molecule with fixed integer occupations and converged orbitals. With i running over occupied orbitals,

P = 2 Σ_i C_i C_iᵀ,  ρ = Σ_μν P_μν φ_μ φ_ν,  σ = |∇ρ|²,

E = Σ_μν P_μν h_μν + ½ Σ_μνλτ P_μν P_λτ (μν|λτ) + E_xc + V_nn,

E_xc = ∫ f(ρ,σ) dr.

Here h holds the kinetic energy and nuclear attraction, (μν|λτ) is the electron repulsion integral, V_nn is the nuclear repulsion, and f is assumed differentiable, with partial derivatives f_ρ and f_σ.

First vary P at fixed nuclei. The repulsion term is quadratic and symmetric under exchange of its two index pairs, so the factor ½ cancels and J_μν = Σ_λτ P_λτ (μν|λτ) appears. For the last electronic term, δσ = 2∇ρ·∇δρ, so

δE_xc = ∫ [f_ρ δρ + 2f_σ ∇ρ·∇δρ] dr = Σ_μν δP_μν V_μν,

V_μν = ∫ [f_ρ φ_μφ_ν + 2f_σ ∇ρ·∇(φ_μφ_ν)] dr.

Thus δE = tr(F δP), with F = h + J + V. The self-consistent field needs φ and ∇φ, and no second derivatives.

Now move the nucleus. The chain rule gives

dE/dA_k = E^A + tr(F dP/dA_k),

where E^A is taken at fixed P. Using FC_i = ε_i S C_i and the symmetry of F,

tr(F dP/dA_k) = 4 Σ_i (dC_i/dA_k)ᵀ F C_i
 = 4 Σ_i ε_i (dC_i/dA_k)ᵀ S C_i
 = −2 Σ_i ε_i C_iᵀ S^A C_i
 = −tr(W S^A),

W = 2 Σ_i ε_i C_i C_iᵀ = ½PFP.

The third line uses the normalization of each orbital, as in section 1. The second form of W follows from C_iᵀFC_l = ε_i δ_il, which gives PFP = 4 Σ_i ε_i C_i C_iᵀ. Hence

dE/dA_k = E^A − tr(W S^A).

To see where the orbital relaxation went, expand dC_i/dA_k = Σ_p C_p U_pi over all orbitals p, occupied and virtual. Differentiating C_iᵀSC_l = δ_il gives

U_il + U_li = −C_iᵀ S^A C_l.

The part of dP/dA_k with both indices occupied is then

2 Σ_il (U_il + U_li) C_i C_lᵀ = −½ P S^A P.

The remainder mixes occupied orbitals i with virtual orbitals a:

R = dP/dA_k + ½ P S^A P = 2 Σ_ia U_ai (C_a C_iᵀ + C_i C_aᵀ).

Its trace with F is 4 Σ_ia U_ai C_aᵀFC_i = 0, because F does not couple occupied to virtual orbitals at convergence. The coefficients U_ai are what response equations would supply, and they have dropped out.

Limit: no relaxation at all. Keep the old occupied coefficients C₀, and at the displaced geometry merely restore orthonormality:

P̃ = 2 C₀ (C₀ᵀ S C₀)⁻¹ C₀ᵀ.

At the starting geometry C₀ᵀSC₀ = 1, and the derivative of the inverse is −C₀ᵀS^A C₀. So dP̃/dA_k = −½ P S^A P, which is the part that survives. The energy of these unrelaxed orbitals must therefore have the same slope as the self-consistent energy. The numerical example tests this.

**3. The density-only functional**

It remains to find E^A. An atom-centred function depends on r − A, so for μ on A

φ_μ^A = −∂_kφ_μ,

and φ_μ^A = 0 otherwise. In ρ either factor may move. The two contributions are equal because P is symmetric:

ρ^A = −2 Σ_{μ∈A} Σ_ν P_μν φ_ν ∂_kφ_μ.

For an LDA, f_σ = 0 and E_xc^A = ∫ f_ρ ρ^A dr. First derivatives of basis functions suffice.

Limit: move all atoms together. Summing over A removes the restriction on μ, and Σ_A ρ^A = −∂_kρ. Then Σ_A E_xc^A = −∫ ∂_k f dr = 0 for a density that decays at infinity, as translation requires.

**4. The gradient-corrected functional**

For a GGA, the change of σ at a fixed point is

σ^A = 2 Σ_j ∂_jρ ∂_jρ^A.

The derivative ∂_j acts on both basis-function factors in ρ^A:

∂_jρ^A = −2 Σ_{μ∈A} Σ_ν P_μν [φ_ν ∂_j∂_kφ_μ + ∂_jφ_ν ∂_kφ_μ].

Inserting both into E_xc^A = ∫ (f_ρ ρ^A + f_σ σ^A) dr gives

E_xc^A = −2 Σ_{μ∈A} Σ_ν P_μν ∫ { f_ρ φ_ν ∂_kφ_μ
 + 2f_σ Σ_j ∂_jρ [φ_ν ∂_j∂_kφ_μ + ∂_jφ_ν ∂_kφ_μ] } dr.

The second derivatives have a direct meaning. The energy depends on the slope of the density at r. When a function is carried past r, its slope there changes at a rate set by its curvature.

Limit: translate the whole molecule again. Now Σ_A σ^A = −2 Σ_j ∂_jρ ∂_j∂_kρ = −∂_kσ, and the sum is once more −∫ ∂_k f dr = 0. The second-derivative term is needed to complete ∂_kσ. For N2 this sum rule is a weak check, since the contributions of the two equivalent nuclei cancel by symmetry even if that term is omitted from both. A displacement of one nucleus is more informative.

One may try to avoid the second derivatives by integrating ∇ρ^A by parts. The surface term vanishes for decaying functions, leaving

E_xc^A = ∫ v_xc ρ^A dr,

v_xc = f_ρ − 2∇·(f_σ∇ρ) = f_ρ − 2∇f_σ·∇ρ − 2f_σ∇²ρ.

But the Laplacian, and the gradient of σ inside ∇f_σ, require

∂_i∂_jρ = 2 Σ_μν P_μν [φ_ν ∂_i∂_jφ_μ + ∂_iφ_μ ∂_jφ_ν],

where i and j are Cartesian indices. The second derivatives of basis functions return, accompanied by second derivatives of f. The first form is the simpler one to evaluate.

**5. The remaining integrals**

The overlap derivative is

S^A_μν = −⟨∂_kφ_μ|φ_ν⟩ [μ∈A] − ⟨φ_μ|∂_kφ_ν⟩ [ν∈A],

where a bracket is 1 if its condition holds and 0 otherwise. The basis part of h^A has the same form with ĥ between the functions. In addition, the attraction v_A = −Z_A/|r − A| moves. Since ∂v_A/∂A_k = −∂_k v_A, integration by parts gives

⟨φ_μ|∂v_A/∂A_k|φ_ν⟩ = ⟨∂_kφ_μ|v_A|φ_ν⟩ + ⟨φ_μ|v_A|∂_kφ_ν⟩.

In the electron repulsion any of four functions may move, with equal total contributions, so the prefactor is ½·4 = 2:

½ Σ_μνλτ P_μν P_λτ (μν|λτ)^A = −2 Σ_{μ∈A} Σ_νλτ P_μν P_λτ (∂_kμ ν|λτ).

The complete gradient is

dE/dA_k = tr(P h^A) + ½ Σ_μνλτ P_μν P_λτ (μν|λτ)^A + E_xc^A − tr(W S^A) + V_nn^A.

**6. N2 with a stretched bond**

The example uses PBE in the 6-31G* basis with five spherical d functions per atom (28 functions in all), an unpruned grid of 75 radial and 302 angular points per atom, and a chosen bond length of 2.2 bohr. The second nucleus moves outward along the bond. Six decimals are kept so that the cancellation can be followed; they do not express the accuracy of PBE, of this basis or of the grid (a grid of 60 × 194 points per atom shifts the gradient by 3×10⁻⁵ hartree/bohr). In hartree/bohr:

one-electron, moving basis: 15.704622
one-electron, moving operator: 9.775822
electron repulsion: −15.557661
exchange–correlation: 0.879031
nuclear repulsion, −7²/2.2²: −10.123967
sum at fixed P: 0.677847
overlap term, −tr(W S^A): −0.566098
gradient: 0.111749

The result is 0.1117 hartree/bohr, or 5.746 eV/angstrom; with six Cartesian d functions per atom, the conventional form of 6-31G*, it is lower by 4×10⁻⁴ hartree/bohr. It is positive, so the force pulls the nucleus back toward its partner.

The exchange–correlation entry consists of the f_ρ part, the second-derivative part and the product of first derivatives:

0.90905 + 0.02396 − 0.05398 = 0.87903.

Omitting the second-derivative part would lower the gradient to 0.0878, an error of 21% relative to the full value. The integrated-by-parts form agrees with the direct one to 6×10⁻⁸ hartree/bohr.

The Hellmann–Feynman terms alone give 9.775822 − 10.123967 = −0.348145, which has the wrong sign. The moving basis supplies the other 0.459894. This is the many-electron counterpart of the second term in section 1, and it is large in this basis.

An independent slope comes from self-consistent energies at displacements ±h and ±2h, with h = 0.002 bohr. Taylor expansion gives

E(h) − E(−h) = 2hE′ + h³E‴/3 + O(h⁵),
E(2h) − E(−2h) = 4hE′ + 8h³E‴/3 + O(h⁵).

Eight times the first minus the second removes E‴ and leaves 12hE′. The computed differences are 0.0004469848 and 0.0008939012 hartree, so

E′ ≈ (8 × 0.0004469848 − 0.0008939012)/0.024 = 0.111749 hartree/bohr.

The unrounded value differs from the analytic gradient by 2×10⁻¹¹ hartree/bohr. The old orbitals, re-orthonormalised but not reconverged, give the same slope to within 6×10⁻¹¹.

This agreement does not mean that the density matrix stands still. The Frobenius norm of R, its occupied–virtual change, taken over the matrix elements in the atomic-orbital basis, is 0.998 per bohr, yet tr(FR) is −2×10⁻¹⁰ hartree/bohr. The full trace tr(F dP/dA_k) is −0.566098, equal to the overlap term to the digits shown.

**7. A grid that moves**

These differences were taken with the quadrature points r_g and weights w_g fixed in space. Replacing ∫ dr by Σ_g w_g in E_xc leaves the direct derivation unchanged, provided V is computed with the same sum. The formula is then the derivative of the discretized energy. The form with v_xc lacks this property, because integration by parts need not hold for a finite sum.

If the grid travels with the atoms, the slope of the discretized energy acquires the further terms

Σ_g [(dw_g/dA_k) f(r_g) + w_g ∇f(r_g)·dr_g/dA_k].

They cancel in the limit of exact quadrature, because the integral does not depend on the grid used to evaluate it. Here the moving-grid slope is 0.111752, larger than the analytic value by 3×10⁻⁶ hartree/bohr. A coarser grid may need these terms, particularly if an optimizer compares small energy changes with the gradient.

**8. Orbitals that have not converged**

Let t measure an occupied–virtual mixing away from convergence, with orthonormality restored at each geometry, and let E(t,A) be the resulting energy. At convergence t = 0 and ∂E/∂t = 0, so the energy error begins at order t². The gradient formula with W = ½PFP evaluates

G(t) = ∂E(t,A)/∂A_k,

because section 2 showed that re-orthonormalization contributes −½tr(F P S^A P) = −tr(W S^A). Its expansion is

G(t) = G(0) + t ∂²E/∂t∂A_k + O(t²),

and the mixed derivative is generally not zero. The gradient error is therefore of first order.

As a test, the orbitals of N2 were replaced by those of F + λT, where T is the kinetic-energy matrix and λ sets the size of the error. Halving λ from 0.004 to 0.002 reduces the energy error from 8.15×10⁻⁴ to 2.03×10⁻⁴ hartree, a factor of 4.01. The gradient error falls from −7.22×10⁻³ to −3.63×10⁻³ hartree/bohr, a factor of 1.99. At the larger λ the gradient is wrong by 6.5% of its converged value, although the energy is wrong by less than one millihartree. The size and sign of this error depend on how W is built: with W formed from the eigenvalues of F + λT instead of ½PFP, the errors are +4.81×10⁻³ and +2.46×10⁻³ hartree/bohr, again of first order. Convergence should therefore be judged by the orbital error, for instance by FPS − SPF, as well as by the energy.

The same mixed derivative marks the end of the simplification. Let t now measure mixing along the particular direction in which the converged orbitals relax when A_k changes, the direction set by the U_ai of section 2, so that to first order the converged path is t(A). On that path dE/dA_k = ∂E/∂A_k, because ∂E/∂t = 0 there. Differentiating once more, at the starting geometry, gives

d²E/dA_k² = ∂²E/∂A_k² + (∂²E/∂t∂A_k)(dt/dA_k).

Force constants thus generally require the orbital response that the gradient does without. The numerical check carries out the numerical checks used here.

Computed results

```
N2, PBE, 6-31G*; gradient of second nucleus along bond
bond length: 2.200 bohr
difference step: 0.0020 bohr
basis functions: 28 (count)
grid points: 44568 (count)
electrons from quadrature: 14.0000005 (count)
SCF energy: -109.396558741 hartree
HOMO-LUMO gap: 0.2757 hartree
one-electron, moving basis: 15.7046215 hartree/bohr
one-electron, moving operator: 9.7758220 hartree/bohr
Coulomb repulsion of electrons: -15.5576605 hartree/bohr
xc, f_rho part: 0.9090481 hartree/bohr
xc, basis second-derivative part: 0.0239649 hartree/bohr
xc, product of first derivatives: -0.0539825 hartree/bohr
xc, sum: 0.8790305 hartree/bohr
nuclear repulsion: -10.1239669 hartree/bohr
sum at fixed P: 0.6778467 hartree/bohr
overlap term -tr(W SA): -0.5660976 hartree/bohr
TOTAL analytic gradient: 0.1117491 hartree/bohr
TOTAL analytic gradient: 5.7464 eV/angstrom
SCF energy, fixed grid, offset -2 steps: -109.3969974345 hartree
SCF energy, fixed grid, offset -1 steps: -109.3967801694 hartree
SCF energy, fixed grid, offset +1 steps: -109.3963331846 hartree
SCF energy, fixed grid, offset +2 steps: -109.3961035333 hartree
difference slope, SCF, fixed grid: 0.1117491 hartree/bohr
  minus analytic: -1.9e-11 hartree/bohr
difference slope at fixed P: 0.6778467 hartree/bohr
difference slope of xc at fixed P: 0.8790305 hartree/bohr
slope, old orbitals re-orthonormalised: 0.1117491 hartree/bohr
  minus analytic: -5.7e-11 hartree/bohr
difference slope, SCF, moving grid: 0.1117519 hartree/bohr
  minus analytic: 2.9e-06 hartree/bohr
xc from multiplicative potential: 0.8790306 hartree/bohr
  minus analytic xc: 5.7e-08 hartree/bohr
Hellmann-Feynman value alone: -0.3481449 hartree/bohr
norm of dP/dA: 0.9515 1/bohr
norm of dP/dA + P SA P/2: 0.9982 1/bohr
tr(F dP/dA): -0.5660976 hartree/bohr
tr(F [dP/dA + P SA P/2]): -2.3e-10 hartree/bohr
perturbation 0.004, energy error: 8.1531e-04 hartree
perturbation 0.004, gradient error: -7.2206e-03 hartree/bohr
perturbation 0.002, energy error: 2.0338e-04 hartree
perturbation 0.002, gradient error: -3.6266e-03 hartree/bohr
energy error ratio on halving: 4.009 (pure number)
gradient error ratio on halving: 1.991 (pure number)
```
